# Finite-size correction for vertical charged-defect transitions with frozen ionic polarization

## 1. Definitions and conventions

A point defect carries charge $q$, in units of the elementary charge, and the ions around it have relaxed in that state. A vertical transition changes the charge to $q+\Delta q$ so fast that the ions stay where they are while the electrons adjust. The transition energy is

$$E_{\rm vert}=E(q+\Delta q;R_q)-E(q;R_q)+\Delta q\,\epsilon_c ,$$

where $R_q$ is the geometry relaxed at charge $q$ and $\epsilon_c$ is the conduction-band edge of the perfect crystal. For $\Delta q=+1$ an electron leaves the defect and ends in the conduction band, far away.

The total energies are computed in a cubic supercell of side $L$ and volume $V=L^3$, repeated periodically. A uniform background neutralizes each cell, and the cell average of the electrostatic potential is set to zero. The wanted quantity belongs to one defect in an infinite crystal. The correction is therefore

$$\Delta E_{\rm corr}=E_{\rm vert}^{\rm isolated}-E_{\rm vert}^{\rm supercell},$$

and it is added to the supercell result. The band-edge term is common to both and drops out.

Two dielectric constants are needed. The electronic constant $\varepsilon_\infty$ describes screening with fixed ions; the static constant $\varepsilon_0$ includes ionic displacements. Both are relative, so $\varepsilon_0$ is not the vacuum permittivity. The Coulomb constant times $e^2$ is $k=1.440$ eV nm.

The model assumes linear, local, isotropic screening and a defect charge localized well inside the cell in both states. The ions are relaxed in the supercell for the supercell energy and in the infinite crystal for the target.

## 2. Energy of the polarized crystal

Let $\rho(\mathbf G)$ be the Fourier transform of the defect charge, so that $\rho\to q$ as $G\to0$. Let $b_e$ and $b_i$ be the transforms of the polarization charges of electrons and ions. For a charge distribution even about the defect centre all three are real. Transverse polarization produces no electrostatic field and costs energy, so it vanishes at the minimum.

The energy is the field energy plus a quadratic cost for each polarization:

$$U=\frac{k}{V}\sum_{\mathbf G\neq0}\frac{2\pi}{G^2}\,u,\qquad
u=(\rho+b_e+b_i)^2+\frac{b_e^2}{\varepsilon_\infty-1}+\frac{b_i^2}{\varepsilon_0-\varepsilon_\infty}.$$

The denominators are $4\pi$ times the electronic and ionic susceptibilities. The term $\mathbf G=0$ is absent because of the background.

First let the electrons relax at given $b_i$. With the total charge $t=\rho+b_e+b_i$, the condition $\partial u/\partial b_e=0$ gives $b_e=-(\varepsilon_\infty-1)t$. Inserting this into the definition of $t$ gives $t=(\rho+b_i)/\varepsilon_\infty$. The first two terms of $u$ then add up to $t^2+(\varepsilon_\infty-1)t^2=\varepsilon_\infty t^2$, so

$$u(\rho,b_i)=\frac{(\rho+b_i)^2}{\varepsilon_\infty}+\frac{b_i^2}{\varepsilon_0-\varepsilon_\infty}. \tag{1}$$

Now let the ions relax as well. Setting $\partial u/\partial b_i=0$ and multiplying by $\varepsilon_\infty(\varepsilon_0-\varepsilon_\infty)/2$ gives

$$(\varepsilon_0-\varepsilon_\infty)(\rho+b_i)+\varepsilon_\infty b_i=0
\quad\Rightarrow\quad
b_i=-\rho\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right). \tag{2}$$

Hence $\rho+b_i=\rho\,\varepsilon_\infty/\varepsilon_0$, and (1) becomes

$$u_{\min}=\rho^2\left[\frac{\varepsilon_\infty}{\varepsilon_0^2}+\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0^2}\right]=\frac{\rho^2}{\varepsilon_0}.$$

This is the usual static screening. The long-wavelength limit of (2) defines the ionic charge $q_{\rm pol}=-q(1-\varepsilon_\infty/\varepsilon_0)$. It is a bare charge: the electrons have still to screen it.

## 3. Changing the charge with the ions frozen

Add $\delta(\mathbf G)$, with $\delta\to\Delta q$ as $G\to0$, and keep $b_i$ at the value (2). The ionic cost in (1) is unchanged and cancels in the difference:

$$u(\rho+\delta,b_i)-u(\rho,b_i)
=\frac{1}{\varepsilon_\infty}\left[\left(\frac{\varepsilon_\infty}{\varepsilon_0}\rho+\delta\right)^2-\left(\frac{\varepsilon_\infty}{\varepsilon_0}\rho\right)^2\right]
=\frac{2\rho\delta}{\varepsilon_0}+\frac{\delta^2}{\varepsilon_\infty}.$$

The electrostatic part of the vertical energy is therefore

$$\Delta U=\frac{k}{V}\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\left[\frac{\rho\delta}{\varepsilon_0}+\frac{\delta^2}{2\varepsilon_\infty}\right]. \tag{3}$$

The added charge sits in the potential of the initial defect, which ions and electrons have already screened; this gives the cross term with $\varepsilon_0$. The added charge also polarizes its surroundings, but the electrons alone can follow; this gives the self term with $\varepsilon_\infty$.

For the isolated defect the same algebra holds at every wavevector, with $V^{-1}\sum_{\mathbf G\neq0}$ replaced by $\int d^3k/(2\pi)^3$. The different ionic displacements in the supercell and in the infinite crystal are thus included within the model.

## 4. The integral minus the sum

Take Gaussian charges on a common centre, $\rho=q\,e^{-\sigma_s^2G^2/2}$ and $\delta=\Delta q\,e^{-\sigma_d^2G^2/2}$, where $\sigma^2$ is the variance along one axis. Every product in (3) has the form $e^{-aG^2}$, with $a=(\sigma_s^2+\sigma_d^2)/2$ for the cross term and $a=\sigma_d^2$ for the self term. Define

$$I(a)=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{-ak^2}=\frac{1}{\sqrt{\pi a}},\qquad
S(a)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-aG^2}}{G^2}.$$

Differentiation removes the factor $1/G^2$. Adding and subtracting the term $\mathbf G=0$ and using Poisson summation,

$$\frac{dS}{da}=-\frac{4\pi}{V}\Big[\sum_{\mathbf G}e^{-aG^2}-1\Big]
=-\frac{4\pi}{(4\pi a)^{3/2}}\sum_{\mathbf R}e^{-R^2/4a}+\frac{4\pi}{V}.$$

The term $\mathbf R=0$ equals $dI/da$. The others are of order $e^{-L^2/4a}$ and are dropped for a localized charge. Thus $d(I-S)/da=-4\pi/V$, and

$$I(a)-S(a)=\frac{\alpha}{L}-\frac{4\pi a}{V}. \tag{4}$$

The constant is the point-charge limit $a\to0$. It defines the Madelung constant: $-\alpha/L$ is the potential at a unit point charge due to its images and the background. Ewald summation for the cubic lattice gives $\alpha=2.837$.

Applying (4) to both terms of (3) gives, at leading order in $1/L$,

$$\boxed{\Delta E_{\rm corr}=\frac{k\alpha}{L}\left[\frac{q\,\Delta q}{\varepsilon_0}+\frac{(\Delta q)^2}{2\varepsilon_\infty}\right]} \tag{5}$$

and the next term

$$\Delta E_3=-\frac{2\pi k}{V}\left[\frac{q\Delta q(\sigma_s^2+\sigma_d^2)}{\varepsilon_0}+\frac{(\Delta q)^2\sigma_d^2}{\varepsilon_\infty}\right]. \tag{6}$$

## 5. Effective charges and potential alignment

Define $Q_i=q+q_{\rm pol}=q\varepsilon_\infty/\varepsilon_0$ and $Q_f=Q_i+\Delta q$. Since $Q_f^2-Q_i^2=2Q_i\Delta q+(\Delta q)^2$, equation (5) is the same as

$$\Delta E_{\rm corr}=\frac{k\alpha}{2L\varepsilon_\infty}\left(Q_f^2-Q_i^2\right). \tag{7}$$

The defect and its frozen ionic charge act together as one charge, screened by electrons.

The term (6) can be read from the potential. The transform of a Gaussian's potential minus that of a point charge tends to $4\pi(e^{-\sigma^2G^2/2}-1)/G^2\to-2\pi\sigma^2$ as $G\to0$. This is the space integral of a short-ranged difference. Both periodic potentials must average to zero, so far from the defect they differ by a constant $C$ that compensates this integral. For a unit positive test charge,

$$C_i=\frac{2\pi k\,q\sigma_s^2}{\varepsilon_0V},\qquad C_f=C_i+\frac{2\pi k\,\Delta q\,\sigma_d^2}{\varepsilon_\infty V}.$$

Now $Q_fC_f-Q_iC_i=\Delta q\,C_i+Q_f(C_f-C_i)$. Inserting the constants and $Q_f=q\varepsilon_\infty/\varepsilon_0+\Delta q$ reproduces (6) with the opposite sign, so

$$\Delta E_3=-(Q_fC_f-Q_iC_i).$$

In a first-principles calculation, $C$ would be the plateau of the defect-minus-perfect-crystal potential after subtraction of the point-charge lattice potential with charge $Q/\varepsilon_\infty$. That use assumes that the real short-range potential enters as the Gaussian one does here, and it needs a plateau that is visibly flat. The derivation covers only Gaussian charges in a continuum with local screening. With the wavevector-dependent electronic screening of Section 8 the identity no longer holds: in the cell of Section 7 the plateaus give $+0.0130$ eV where the true remainder is $+0.0195$ eV, and for $q=0$, $\Delta q=+1$ they give $+0.0043$ eV against $-0.0025$ eV. In a real crystal the potential read at one kind of site can also contain a local part of order $1/V$, the same order as $C$, so the alignment should be checked by changing the cell size.

## 6. Relaxation, emission and limiting cases

After the transition the ions relax to the new charge. The energy released at each wavevector is $2\pi k/(VG^2)$ times the drop in $u$, which is

$$\frac{\rho^2}{\varepsilon_0}+\frac{2\rho\delta}{\varepsilon_0}+\frac{\delta^2}{\varepsilon_\infty}-\frac{(\rho+\delta)^2}{\varepsilon_0}
=\delta^2\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).$$

Its leading correction is

$$\Delta\lambda=\frac{k\alpha(\Delta q)^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right). \tag{8}$$

Subtracting (8) from (5) leaves $(k\alpha/2L\varepsilon_0)[(q+\Delta q)^2-q^2]$, the correction for a transition between two relaxed states.

The reverse vertical transition starts from $q+\Delta q$, relaxed, and changes the charge by $-\Delta q$. Equation (5) gives

$$\Delta E_{\rm rev}=\frac{k\alpha}{L}\left[-\frac{(q+\Delta q)\Delta q}{\varepsilon_0}+\frac{(\Delta q)^2}{2\varepsilon_\infty}\right].$$

The emitted photon energy is minus the reverse transition energy. The Stokes shift, absorption minus emission, is thus corrected by $\Delta E_{\rm corr}+\Delta E_{\rm rev}=2\Delta\lambda$.

Four cases show the content of (5).

- For $q=0$ there is no initial ionic polarization from the long-range field, and $\varepsilon_\infty$ alone enters.
- For $\Delta q=-q$ the final defect is neutral, yet the correction is $(k\alpha q^2/L)[1/(2\varepsilon_\infty)-1/\varepsilon_0]$. The frozen ions still carry a long-range field.
- For $\varepsilon_0=\varepsilon_\infty$ the ordinary difference of two charged-state corrections returns.
- If the ions are held at perfect-crystal positions instead of $R_q$, then $b_i=0$ in (1), and the correction becomes $(k\alpha/2L\varepsilon_\infty)[(q+\Delta q)^2-q^2]$. The formula must match the geometry used.

In an anisotropic crystal the same reasoning applies to each direction of $\mathbf G$. Let $v[\varepsilon]$ be the potential at a unit point charge in the periodic lattice, with its own direct potential removed, in a medium of dielectric tensor $\varepsilon$. Then

$$\Delta E_{\rm corr}=-k\left(q\Delta q\,v[\varepsilon_0]+\tfrac12(\Delta q)^2v[\varepsilon_\infty]\right),$$

which returns to (5) when $v=-\alpha/(\varepsilon L)$. The effective charge becomes $Q_i=q\,(\hat{\mathbf G}\cdot\varepsilon_\infty\hat{\mathbf G})/(\hat{\mathbf G}\cdot\varepsilon_0\hat{\mathbf G})$ and depends on direction, so (7) and the alignment with a single $Q$ carry over only when the two tensors are proportional.

## 7. Example: a gallium vacancy in β-Ga₂O₃

Consider photoionization from charge $-3$ to $-2$, with the electron sent to the conduction band. Rough typical constants are $\varepsilon_0=11$ and $\varepsilon_\infty=3.6$. The cell has $L=1.2$ nm, and the chosen Gaussian widths are $\sigma_s=0.11$ nm and $\sigma_d=0.08$ nm. With $k\alpha/L=3.405$ eV,

$$\Delta E_{\rm corr}=3.405\left[\frac{-3}{11}+\frac{1}{7.2}\right]{\rm eV}=(-0.929+0.473)\,{\rm eV}=-0.456\ {\rm eV}.$$

The frozen ionic charge is $+2.018$, so $Q_i=-0.982$ and $Q_f=0.018$. The final state has almost no long-range field, although its defect charge is $-2$. The plateaus are $C_i=-0.0173$ eV and $C_f=-0.0080$ eV. They give $\Delta E_3=+0.017$ eV and a total of $-0.439$ eV.

Other choices of screening, in the same cell and at point-charge order, give very different values:

- $\varepsilon_0$ for both states: $-0.774$ eV. This is the correction between relaxed states; it differs from (5) by $\Delta\lambda=0.318$ eV.
- $\varepsilon_\infty$ for both states: $-2.364$ eV. This belongs to undisplaced ions.
- $\varepsilon_0$ for the initial state, and $\varepsilon_\infty$ with the full charge $-2$ for the final state: $+0.499$ eV. Here the frozen ionic charge has been forgotten in the final state, and even the sign is wrong.

For the reverse transition $\Delta E_{\rm rev}=+1.092$ eV, so the emitted photon energy is lowered by that amount. The Stokes shift is raised by $-0.456+1.092=0.636$ eV.

The approach to the isolated limit can be followed within the model. Equation (3) with the integral $I(a)$ gives

$$\Delta U_{\rm isolated}=k\left[\frac{q\Delta q}{\varepsilon_0\sqrt{\pi(\sigma_s^2+\sigma_d^2)/2}}+\frac{(\Delta q)^2}{2\varepsilon_\infty\sqrt{\pi}\,\sigma_d}\right]=-0.893\ {\rm eV}.$$

The supercell values below come from minimizing the polarization energy numerically for each $\mathbf G$ and summing. The charges and dielectric constants are held fixed.

| $L$ (nm) | supercell (eV) | with (5) added (eV) | remainder (eV) |
|---|---:|---:|---:|
| 1.2 | −0.455 | −0.910 | 0.017 |
| 1.8 | −0.595 | −0.898 | 0.005 |
| 2.4 | −0.668 | −0.895 | 0.002 |

The remainder is $\Delta E_3$, which falls as $L^{-3}$. These energies are the electrostatic part of a continuum model, not the photoionization threshold of the vacancy.

## 8. What the model leaves out

The real crystal is monoclinic, and a relaxed vacancy need not resemble two Gaussians on one centre. Replacing the constants by rough diagonal tensors, $(10,11,12)$ static and $(3.5,3.7,3.6)$ electronic, moves the correction by $-0.0006$ eV in the cubic cell. This shift is small because the tensors average to 11 and 3.6. The averages themselves matter much more: $\varepsilon_0=10$ or $12$ turns $-0.456$ eV into $-0.549$ or $-0.378$ eV, and $\varepsilon_\infty=3.4$ or $3.9$ turns it into $-0.428$ or $-0.492$ eV. If the hole sits on an oxygen neighbour 0.19 nm from the centre, the cross term must use the lattice potential at that point; Ewald summation gives a shift of $+0.018$ eV for a displacement along a cube axis. Electronic screening also weakens at short wavelengths. With $1/\varepsilon(k)=x/(1+x)$, $x=1/(\varepsilon_\infty-1)+k^2/k_s^2$ and a rough $k_s=20$ nm$^{-1}$, the self term changes by $+0.007$ eV. The cross term depends on how the ionic response weakens: it changes by $-0.004$ eV if $\varepsilon_0-\varepsilon_\infty$ stays constant, and by $-0.065$ eV if the same form and $k_s$ are applied to $\varepsilon_0$. Apart from this last value and the choice of the constants, the shifts estimated here are small beside 0.456 eV. A state that spreads over the whole cell is a different matter: the expansion (4) then fails.

A device adds effects that are not finite-size errors but matter when a threshold is compared with a measurement. In undepleted material with $10^{16}$ carriers per cm³ at 450 K, the Debye length is $\lambda_D=49$ nm. In linear screening, a static carrier cloud adds the potential $-kq/(\varepsilon_0\lambda_D)$ at the defect and shifts the transition by $+0.008$ eV. This somewhat overestimates the shift, because a triply charged defect that repels the carriers cannot remove more of them than are present. In a depleted region at a high field of $F=2$ MV/cm, the potential energy differs by 0.038 eV between the vacancy centre and a hole 0.19 nm away along the field. Tunnelling smears the threshold over about $(e^2F^2\hbar^2/2m)^{1/3}=0.18$ eV for $m=0.28$ electron masses.

Vibrations broaden the transition even at zero temperature, and heating adds to the width. For one mode of stiffness $\kappa$ and frequency $\omega$, the vertical energy varies as $gu$ with displacement $u$, and the relaxation energy is $\lambda=g^2/2\kappa$. The thermal average $\langle u^2\rangle=(\hbar\omega/2\kappa)\coth(\hbar\omega/2k_BT)$ gives the variance $g^2\langle u^2\rangle=\lambda\hbar\omega\coth(\hbar\omega/2k_BT)$. The isolated model has $\lambda=0.95$ eV, a value that scales as $1/\sigma_d$. With a rough phonon energy of 0.05 eV, the standard deviation is 0.29 eV at 450 K; zero-point motion alone gives $\sqrt{\lambda\hbar\omega}=0.22$ eV. Because $\langle u\rangle=0$, the mean vertical energy does not move in this linear model. Field smearing and vibrational width are thus comparable with the finite-size correction. They blur the photoionization edge and can move its apparent onset to lower energy, so a measured onset should not be equated with the vertical energy. They do not replace the finite-size correction of the vertical energy itself.
